# When does a Gamma-centred hexagonal mesh contain both K corners?: verification in Python

```python
"""
Result under test: a Gamma-centred N x N mesh of a 2D hexagonal lattice
contains both zone corners K and K' (modulo reciprocal vectors) if and only
if 3 divides N; otherwise the nearest mesh point misses each by |K|/N.

Symbols: a lattice constant, t nearest-neighbour hopping, N mesh divisions,
|K| = 4 pi/(3 a) distance from Gamma to a corner.
Rows of 'cell' are the real-space vectors; rows of 'recip' the reciprocal ones.
The corners are found as vertices of the Voronoi cell of the reciprocal
lattice, and mesh membership is decided by Cartesian distance.
"""
import itertools
import numpy as np
from scipy.spatial import Voronoi

a = 3.0   # angstrom, round model value
t = 1.0   # eV, round model value
K_length = 4 * np.pi / (3 * a)
TOL = 1e-9


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def zone_corners(recip):
    """Vertices of the first Brillouin zone, Cartesian."""
    labels = list(itertools.product(range(-3, 4), repeat=2))
    diagram = Voronoi(np.array(labels) @ recip)
    region = diagram.regions[diagram.point_region[labels.index((0, 0))]]
    assert -1 not in region
    return diagram.vertices[region]


def mesh_indices(N):
    return np.array(list(itertools.product(range(N), repeat=2)))


def nearest_mesh_point(point, recip, N, shift=0.0):
    """Distance modulo reciprocal vectors, and indices of the nearest point."""
    indices = mesh_indices(N)
    mesh = (indices + shift) / N @ recip
    G = np.array(list(itertools.product(range(-2, 3), repeat=2))) @ recip
    difference = mesh[:, None, :] + G[None, :, :] - point
    distance = np.linalg.norm(difference, axis=2).min(axis=1)
    best = int(np.argmin(distance))
    return distance[best], tuple(int(n) for n in indices[best])


def sampled_gap(recip, N):
    """Smallest direct gap on the mesh, honeycomb model, by diagonalization."""
    k = mesh_indices(N) / N @ recip
    angles = np.pi / 2 + 2 * np.pi * np.arange(3) / 3
    bonds = a / np.sqrt(3) * np.column_stack([np.cos(angles), np.sin(angles)])
    f = np.exp(1j * k @ bonds.T).sum(axis=1)
    H = np.zeros((len(k), 2, 2), dtype=complex)
    H[:, 0, 1] = -t * f
    H[:, 1, 0] = -t * f.conj()
    levels = np.linalg.eigvalsh(H)
    return (levels[:, 1] - levels[:, 0]).min()


cell_120 = a * np.array([[1.0, 0.0], [-0.5, np.sqrt(3) / 2]])
cell_60 = a * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
expected_classes = {"120": {(1, 1), (2, 2)}, "60": {(1, 2), (2, 1)}}

# Corners, their classes, and the divisibility rule in both cell conventions
for name, cell in (("120", cell_120), ("60", cell_60)):
    recip = reciprocal(cell)
    corners = zone_corners(recip)
    assert len(corners) == 6
    assert np.allclose(np.linalg.norm(corners, axis=1), K_length, atol=TOL)
    thirds = 3 * corners @ np.linalg.inv(recip)
    assert np.allclose(thirds, np.round(thirds), atol=TOL)
    classes = {tuple(int(n) % 3 for n in row) for row in np.round(thirds)}
    assert classes == expected_classes[name]
    for N in range(1, 31):
        for corner in corners:
            miss, _ = nearest_mesh_point(corner, recip, N)
            predicted = 0.0 if N % 3 == 0 else K_length / N
            assert abs(miss - predicted) < TOL
            # a half-step shift along both axes never reaches a corner
            shifted, _ = nearest_mesh_point(corner, recip, N, shift=0.5)
            assert shifted > 0.1 * K_length / N

# No point of the plane lies farther from the mesh than the missed corners
recip = reciprocal(cell_120)
rng = np.random.default_rng(1)
for N in (4, 5):
    for fraction in rng.random((300, 2)):
        miss, _ = nearest_mesh_point(fraction @ recip, recip, N)
        assert miss <= K_length / N + TOL

# Sampled gap: full-mesh diagonalization against the closed form
for N in range(1, 31):
    j = round(N / 3)
    closed_form = 2 * t * abs(1 + 2 * np.cos(2 * np.pi * j / N))
    assert abs(sampled_gap(recip, N) - closed_form) < TOL
large_N = 100
gap_large = sampled_gap(recip, large_N)
gap_limit = 4 * np.pi * t / (np.sqrt(3) * large_N)
# the next term in 1/N is about 0.6 percent at this N
assert abs(gap_large / gap_limit - 1) < 0.01

# Worked example
corners = zone_corners(recip)
thirds = np.round(3 * corners @ np.linalg.inv(recip)).astype(int) % 3
K = corners[[tuple(row) == (1, 1) for row in thirds]][0]
K_prime = corners[[tuple(row) == (2, 2) for row in thirds]][0]

print(f"lattice constant a = {a:.1f} angstrom")
print(f"hopping t = {t:.1f} eV")
print(f"reciprocal vector length b = {np.linalg.norm(recip[0]):.4f} 1/angstrom")
print(f"corner distance |K| = {np.linalg.norm(K):.4f} 1/angstrom")
print("miss = distance to nearest mesh point, 1/angstrom; gap in eV")
successful = []
for N in range(1, 10):
    miss_K, index_K = nearest_mesh_point(K, recip, N)
    miss_P, index_P = nearest_mesh_point(K_prime, recip, N)
    both = miss_K < TOL and miss_P < TOL
    gap = sampled_gap(recip, N)
    print(f"N = {N}: miss K {miss_K:.4f}, miss K' {miss_P:.4f}, "
          f"both {'yes' if both else 'no'}, gap {gap:.4f}")
    if both:
        successful.append(N)
        print(f"   indices (i, j): K {index_K}, K' {index_P}")
print(f"successful meshes below ten: N = {successful}")
print(f"N = {large_N}: sampled gap = {gap_large:.5f} eV")
print(f"N = {large_N}: large-N estimate = {gap_limit:.5f} eV")

assert successful == [N for N in range(1, 10) if N % 3 == 0]
print("done: every assertion held")
```

It prints:

```
lattice constant a = 3.0 angstrom
hopping t = 1.0 eV
reciprocal vector length b = 2.4184 1/angstrom
corner distance |K| = 1.3963 1/angstrom
miss = distance to nearest mesh point, 1/angstrom; gap in eV
N = 1: miss K 1.3963, miss K' 1.3963, both no, gap 6.0000
N = 2: miss K 0.6981, miss K' 0.6981, both no, gap 2.0000
N = 3: miss K 0.0000, miss K' 0.0000, both yes, gap 0.0000
   indices (i, j): K (1, 1), K' (2, 2)
N = 4: miss K 0.3491, miss K' 0.3491, both no, gap 2.0000
N = 5: miss K 0.2793, miss K' 0.2793, both no, gap 1.2361
N = 6: miss K 0.0000, miss K' 0.0000, both yes, gap 0.0000
   indices (i, j): K (2, 2), K' (4, 4)
N = 7: miss K 0.1995, miss K' 0.1995, both no, gap 1.1099
N = 8: miss K 0.1745, miss K' 0.1745, both no, gap 0.8284
N = 9: miss K 0.0000, miss K' 0.0000, both yes, gap 0.0000
   indices (i, j): K (3, 3), K' (6, 6)
successful meshes below ten: N = [3, 6, 9]
N = 100: sampled gap = 0.07299 eV
N = 100: large-N estimate = 0.07255 eV
done: every assertion held
```
